\section*{Why Zero-Point Lattice Motion Causes No Residual Resistivity}

\section{What dimensions fix, and what they leave open}

In a perfect crystal at $T=0$ the ions still have a finite mean square displacement. Ions displaced at random scatter electrons, so one may expect a residual resistivity. A dimensional argument shows where this inference needs checking.

Consider one lattice mode of frequency $\omega$, weakly coupled to a Fermi sea with $\hbar\omega\ll E_F$. Compare its contribution to the resistivity with that of ions frozen at positions drawn from the same distribution. To leading order in the displacement, both contributions contain the same coupling and the same density of states. If both are evaluated with the same fixed electron distribution, they also share the geometric factor. These cancel in the ratio, which can depend on the two remaining energies only through their quotient:
\begin{equation}
\frac{\rho_{\rm moving}}{\rho_{\rm frozen}}=F(x),\qquad x=\frac{\hbar\omega}{k_BT}.
\end{equation}
For $x\to0$ the energy exchanged with the lattice is negligible on the thermal scale, so $F(0)=1$. Zero temperature is the opposite end, $x\to\infty$. The expectation of a residual resistivity assumes that $F$ stays nonzero there. For the metal treated next, with both resistivities evaluated for a rigidly shifted Fermi sea, the ratio is $F(x)=x/\sinh x$, which vanishes. In the full Boltzmann solution the distribution readjusts in energy, and the ratio then depends also on the scattering angle: for isotropic scattering by a single frequency it falls as $6e^{-x}$ instead of $2xe^{-x}$. It vanishes all the same.

\section{Counter-example: a metal with moving ions}

\subsection{Transition rates}

Gaussian units are used, with electron charge $-e$. Let $N$ ions of mass $M$ in a volume $V$ sit at $\mathbf R_l+\mathbf u_l$ around a bcc lattice of constant $a$, with one conduction electron each, so that $n=n_i=N/V$. The electrons are plane waves with $\varepsilon_k=\hbar^2k^2/2m$, and each ion acts on them with a potential $v(r)$ of Fourier transform
\begin{equation}
v_Q=-\frac{4\pi e^2}{Q^2+k_s^2},\qquad k_s^2=\frac{4me^2k_F}{\pi\hbar^2}.
\end{equation}
With $\mathbf Q=\mathbf k-\mathbf k'$, the wave vector given to the lattice,
\begin{equation}
\langle\mathbf k'|\textstyle\sum_l v|\mathbf k\rangle=\frac{v_Q}{V}\,\hat\rho_{\mathbf Q},\qquad
\hat\rho_{\mathbf Q}=\sum_l e^{i\mathbf Q\cdot(\mathbf R_l+\mathbf u_l)} .
\end{equation}

Equal isotropic springs $K$ to the eight neighbours give three degenerate branches with $M\omega^2=8K(1-\cos\frac{q_xa}2\cos\frac{q_ya}2\cos\frac{q_za}2)$. The largest value is $M\omega_{\max}^2=16K$, so
\begin{equation}
\omega_{\mathbf q}=\omega_{\max}\sqrt{\tfrac12\left(1-\cos\tfrac{q_xa}2\cos\tfrac{q_ya}2\cos\tfrac{q_za}2\right)} .
\end{equation}
This function is periodic in the reciprocal lattice, so $\omega_{\mathbf Q}$ is also the correct frequency for umklapp processes.

Expand $\hat\rho_{\mathbf Q}$ to first order in
\begin{equation}
\mathbf u_l=\sum_{\mathbf q,s}\sqrt{\frac{\hbar}{2MN\omega_{\mathbf q}}}\;\mathbf e_s\left(a_{\mathbf qs}e^{i\mathbf q\cdot\mathbf R_l}+a^\dagger_{\mathbf qs}e^{-i\mathbf q\cdot\mathbf R_l}\right).
\end{equation}
For emission, the sum over $l$ gives $N$ when $\mathbf q$ equals $\mathbf Q$ up to a reciprocal lattice vector, and zero otherwise. The squared element, summed over the three polarizations with $\sum_s(\mathbf Q\cdot\mathbf e_s)^2=Q^2$, is $N^2\,\hbar Q^2(n_B+1)/(2MN\omega_{\mathbf Q})$, where $n_B=1/(e^x-1)$. Absorption has $n_B$ in place of $n_B+1$. The golden rule gives
\begin{equation}
W_{\mathbf k\mathbf k'}=A_{\mathbf Q}\left[(n_B+1)\,\delta(\varepsilon_k-\varepsilon_{k'}-\hbar\omega_{\mathbf Q})+n_B\,\delta(\varepsilon_k-\varepsilon_{k'}+\hbar\omega_{\mathbf Q})\right],\quad
A_{\mathbf Q}=\frac{2\pi}{\hbar}\frac{N}{V^2}|v_Q|^2\frac{\hbar Q^2}{2M\omega_{\mathbf Q}} .
\label{W}
\end{equation}
Frozen ions with the same displacements would have the rate $A_{\mathbf Q}(2n_B+1)\,\delta(\varepsilon_k-\varepsilon_{k'})$. The total weight is the same; its place in energy differs.

\subsection{Friction on a drifting Fermi sea}

Shift the Fermi sea by a small drift velocity $v_d$ along $z$, so that $f_{\mathbf k}=f(\varepsilon_k-\hbar k_zv_d)$ and $f_{\mathbf k}/(1-f_{\mathbf k})=e^{-\beta(\varepsilon_k-\mu-\hbar k_zv_d)}$, with $\beta=1/k_BT$. The phonons stay in equilibrium. The net flux from $\mathbf k$ to $\mathbf k'$ is
\begin{equation}
(1-f_{\mathbf k})(1-f_{\mathbf k'})\left[W_{\mathbf k\mathbf k'}\frac{f_{\mathbf k}}{1-f_{\mathbf k}}-W_{\mathbf k'\mathbf k}\frac{f_{\mathbf k'}}{1-f_{\mathbf k'}}\right].
\end{equation}
Without drift the two terms cancel by detailed balance; call the common flux $P_{\mathbf k\mathbf k'}=f(\varepsilon_k)[1-f(\varepsilon_{k'})]W_{\mathbf k\mathbf k'}$. To first order the terms acquire factors $1+\beta\hbar k_zv_d$ and $1+\beta\hbar k'_zv_d$, so the net flux is $\beta\hbar Q_zv_dP_{\mathbf k\mathbf k'}$.

Each net transition removes momentum $\hbar Q_z$. Counting each pair once (a factor $\frac12$) and both spins (a factor 2), the friction force per volume is $(\beta\hbar^2v_d/V)\sum_{\mathbf k\mathbf k'}Q_z^2P_{\mathbf k\mathbf k'}$. It balances $neE$, and $j=nev_d$, so
\begin{equation}
\rho_{\rm s}=\frac Ej=\frac{\beta\hbar^2}{n^2e^2V}\sum_{\mathbf k\mathbf k'}Q_z^2P_{\mathbf k\mathbf k'} .
\label{rhoP}
\end{equation}
The subscript marks the shifted-sea value. Section~\ref{proof} shows that it is an upper bound on the resistivity of the Boltzmann equation.

\subsection{The Pauli factor}

With $y=e^{\beta(\varepsilon-\mu)}$,
\begin{equation}
f(\varepsilon)[1-f(\varepsilon-\hbar\omega)]=\frac{y}{(y+1)(y+e^x)}=\frac{1}{e^x-1}\left[f(\varepsilon-\hbar\omega)-f(\varepsilon)\right],
\end{equation}
because the last bracket equals $e^x/(y+e^x)-1/(y+1)=y(e^x-1)/[(y+1)(y+e^x)]$. The difference of two Fermi functions displaced by $\hbar\omega$ integrates to $\hbar\omega$. Therefore
\begin{equation}
\int d\varepsilon\,f(\varepsilon)[1-f(\varepsilon-\hbar\omega)]=\frac{\hbar\omega}{e^x-1}=\hbar\omega\,n_B .
\label{pauli}
\end{equation}
Replacing $\omega$ by $-\omega$ gives $\hbar\omega(n_B+1)$ for absorption. Emission thus has a willing lattice, $n_B+1$, but few empty final states, $n_B$; absorption has the reverse. Both contribute $\hbar\omega\,n_B(n_B+1)$.

For the sum over states at fixed $\mathbf Q$, neglect $\hbar\omega$ and $k_BT$ beside $E_F$. The first delta function below turns $k^2dk$ into $mk/\hbar^2$. The second, integrated over the cosine between $\mathbf k$ and $\mathbf Q$, gives $m/(\hbar^2kQ)$. Hence
\begin{equation}
\int d^3k\,\delta(\varepsilon_k-\varepsilon)\,\delta(\varepsilon_{\mathbf k-\mathbf Q}-\varepsilon+\hbar\omega)=\frac{2\pi m^2}{\hbar^4Q}\quad(Q<2k_F),
\end{equation}
and zero for $Q>2k_F$. Insert this in (\ref{rhoP}), with $\sum_{\mathbf k\mathbf k'}\to V^2(2\pi)^{-6}\int d^3Q\,d^3k$ and $Q_z^2\to Q^2/3$ by cubic symmetry:
\begin{equation}
\rho_{\rm s}=\frac{m^2n_i}{3(2\pi)^4\hbar^3n^2e^2}\int_{Q<2k_F}\!\!d^3Q\;Q\,|v_Q|^2\,\frac{\hbar Q^2}{2M\omega_{\mathbf Q}}\;g,\qquad g=2x\,n_B(n_B+1).
\label{main}
\end{equation}
For frozen ions $\beta\int d\varepsilon f(1-f)=1$, and $g$ is replaced by $2n_B+1$. Since $n_B(n_B+1)=1/[4\sinh^2(x/2)]$ and $2n_B+1=\coth(x/2)$,
\begin{equation}
F(x)=\frac{2x\,n_B(n_B+1)}{2n_B+1}=\frac{x}{2\sinh(x/2)\cosh(x/2)}=\frac{x}{\sinh x}.
\end{equation}

\subsection{Numbers}

Take $a=4$~\AA, $M=40$~u and $\hbar\omega_{\max}=20$~meV. Then $n=2/a^3=2/(64~\text{\AA}^3)=3.125\times10^{22}$~cm$^{-3}$ and $k_F=(3\pi^2n)^{1/3}=0.974$~\AA$^{-1}$. At $T=0$ the displacement along one axis has $\langle u_x^2\rangle=(\hbar/2M)\langle1/\omega\rangle=0.0040$~\AA$^2$, or 0.063~\AA\ rms. The neglected higher orders are governed by $Q^2\langle u_x^2\rangle$, at most $(1.949)^2\times0.00402=0.015$ at $T=0$; it grows with temperature, and the 300~K entries below are the least accurate. The values of (\ref{main}), in $\mu\Omega\,$cm, are:
\begin{center}
\begin{tabular}{rll}
$T$ (K) & moving ions & frozen ions\\
300 & 10.2 & 10.7\\
100 & 2.85 & 4.19\\
30 & 0.187 & 2.76\\
10 & $4.8\times10^{-4}$ & 2.72\\
4 & $3.8\times10^{-7}$ & 2.72\\
1 & $3.5\times10^{-10}$ & 2.72
\end{tabular}
\end{center}
Both columns are shifted-sea values, that is, upper bounds on the Boltzmann resistivity. Letting the trial function of Section~\ref{proof} vary with direction on the Fermi sphere lowers the moving-ion bound by under 1\% at 300 and 100~K, by about 5\% at 30~K, and to $2.8\times10^{-4}$ at 10~K; the frozen value at $T=0$ changes by 0.1\%. The frozen value exceeds the moving one by 5\% of the latter at 300~K and stays at 2.72~$\mu\Omega\,$cm as $T\to0$. The moving ions have the same displacements and no such residue. The numerical check checks (\ref{main}) at 100~K against an average over randomly drawn pairs of Fermi-surface states.

\section{The general statement}

Let a perfect harmonic cubic crystal with one ion per primitive cell, with its centre of mass held fixed, be in its ground state $|0\rangle$, and let the electrons couple to the ionic positions.
\begin{enumerate}
\item The ground-state average of the electron--ion potential is periodic. It deflects no Bloch electron; it modifies the bands.
\item The rest of the potential causes golden-rule transitions only if the lattice is excited. Absorption is impossible, and emission from the electronic ground state is Pauli blocked.
\item For plane-wave electrons in linear response, with equilibrium phonons and to leading order in $\langle u^2\rangle$, the Boltzmann resistivity tends to zero as $T\to0$.
\end{enumerate}

\section{Proof}
\label{proof}

\subsection{The average potential}

In the ground state $\mathbf Q\cdot\mathbf u_l$ is a sum of independent oscillator coordinates, each with a Gaussian density, so it is Gaussian. Its variance is $Q^2\langle u_x^2\rangle$ by cubic symmetry, the same at every site. The average of $e^{i\phi}$ over a Gaussian of variance $\sigma^2$ is $e^{-\sigma^2/2}$, hence
\begin{equation}
\langle0|\hat\rho_{\mathbf Q}|0\rangle=e^{-W_Q}\sum_le^{i\mathbf Q\cdot\mathbf R_l},\qquad W_Q=\tfrac12Q^2\langle u_x^2\rangle .
\end{equation}
The sum is $N$ if $\mathbf Q$ is a reciprocal lattice vector $\mathbf G$, and zero otherwise. The average potential is therefore the periodic function $n_i\sum_{\mathbf G}v_Ge^{-W_G}e^{i\mathbf G\cdot\mathbf r}$. In the example the shortest $G$ is $2\pi\sqrt2/a=2.22$~\AA$^{-1}$ and $W_G=0.0099$. The component $n_iv_G$ changes from $-0.777$ to $-0.777\times0.990=-0.769$~eV. To first order in the potential, this 1\% reduction is the entire elastic effect of the zero-point motion at this $\mathbf G$. The component itself is not small. In the bands of this potential the Fermi wave vector along [110] grows from 0.974 to about 1.00~\AA$^{-1}$, the main plane wave there has a weight of only about 0.6, and the softest umklapp phonon drops from 5.3 to about 4.3~meV. The numbers of the example, above all those set by umklapp, belong to the plane-wave idealization.

The step fails if the sites differ in a non-periodic way. With randomly placed impurities, or with a $W$ that varies irregularly from site to site, the sum over $l$ does not cancel between Bragg vectors. Elastic scattering then remains, with Pauli factor 1, and so does a residual resistivity.

\subsection{Absorption and emission}

Subtract the average. The remainder $\delta V$ satisfies $\langle0|\delta V|0\rangle=0$ by construction, so every transition it causes from $|0\rangle$ ends in a lattice state of higher energy, $E_f>E_0$. There is no lower state, hence no absorption. Energy conservation requires $\varepsilon_{k'}=\varepsilon_k-(E_f-E_0)<\varepsilon_k$. With all states up to $\mu$ filled and the others empty, an occupied initial state has $\varepsilon_k\le\mu$, so the final state lies below $\mu$ and is occupied. Neither argument assumes a single phonon.

The frozen picture goes wrong at an identifiable place. Completeness gives
\begin{equation}
\sum_f|\langle f|\hat\rho_{\mathbf Q}|0\rangle|^2=\langle0|\hat\rho_{\mathbf Q}^\dagger\hat\rho_{\mathbf Q}|0\rangle .
\end{equation}
Because $\hat\rho_{\mathbf Q}$ contains positions alone, the right side is the average of $|\hat\rho_{\mathbf Q}|^2$ over frozen configurations. The frozen picture has the correct total weight but places all of it at zero energy transfer. In a quantized ring of four atoms, at $Q=\pi/2$ per lattice spacing, both totals are 0.0777, while the elastic part for moving atoms is zero within rounding.

\subsection{Virtual phonons}

In second order an electron can emit a phonon virtually and take it back. For an intermediate energy cost $\Delta$ of the electrons, this involves
\begin{equation}
B_{\mathbf Q'\mathbf Q}=\sum_f\frac{\langle0|\hat\rho^\dagger_{\mathbf Q'}|f\rangle\langle f|\hat\rho_{\mathbf Q}|0\rangle}{\Delta+E_f-E_0}.
\end{equation}
Translating all displacements by a lattice vector $\mathbf R$ leaves $|0\rangle$ and the lattice Hamiltonian unchanged and multiplies $\hat\rho_{\mathbf Q}$ by a phase $e^{i\mathbf Q\cdot\mathbf R}$ (or its conjugate, according to the sense of the translation). Thus $B_{\mathbf Q'\mathbf Q}$ equals itself times $e^{\pm i(\mathbf Q-\mathbf Q')\cdot\mathbf R}$ for every $\mathbf R$, and vanishes unless $\mathbf Q-\mathbf Q'$ is a reciprocal lattice vector. Virtual phonons conserve crystal momentum: they shift energies, and with them velocities, by an energy-dependent amount that enhances the mass near $E_F$ by a factor $1+\lambda$, with $\lambda\approx0.34$ in the example. Phonons exchanged between two electrons can also pair them; the limit $T\to0$ below refers to the normal state.

\subsection{The resistivity as $T\to0$}

Write the perturbed distribution as $f+\beta f(1-f)\phi_{\mathbf k}$. By the argument that led to (\ref{rhoP}), collisions remove electrons from $\mathbf k$ at the rate $\beta(L\phi)_{\mathbf k}$, with $(L\phi)_{\mathbf k}=\sum_{\mathbf k'}P_{\mathbf k\mathbf k'}(\phi_{\mathbf k}-\phi_{\mathbf k'})$. A force of magnitude $eE$ along $z$ supplies them at the rate $\beta eEX_{\mathbf k}$, where $X_{\mathbf k}=v_zf(1-f)$ and $v_z=\hbar k_z/m$. The steady state is $\phi=eE\psi$ with $L\psi=X$. Let $(u,w)=\sum_{\mathbf k}u_{\mathbf k}w_{\mathbf k}$. With both spins the conductivity is $\sigma=(2\beta e^2/V)(X,\psi)$.

Detailed balance makes $P$ symmetric, so $L$ is symmetric and $(u,Lu)=\frac12\sum P_{\mathbf k\mathbf k'}(u_{\mathbf k}-u_{\mathbf k'})^2\ge0$. The Cauchy--Schwarz inequality then gives, for any trial $u$,
\begin{equation}
(u,X)^2=(u,L\psi)^2\le(u,Lu)(\psi,L\psi)=(u,Lu)(X,\psi)
\;\Rightarrow\;
\rho\le\frac{V\,(u,Lu)}{2\beta e^2(u,X)^2}.
\end{equation}
Choose $u=\hbar k_z$. Then $(u,Lu)=\frac12\hbar^2\sum Q_z^2P_{\mathbf k\mathbf k'}$. Since $\beta\hbar v_zf(1-f)=-\partial f/\partial k_z$, an integration by parts gives $(u,X)=\beta^{-1}\sum_{\mathbf k}f=nV/2\beta$. The bound becomes
\begin{equation}
\rho\le\frac{V}{2\beta e^2}\,\frac{4\beta^2}{n^2V^2}\,\frac{\hbar^2}{2}\sum_{\mathbf k\mathbf k'}Q_z^2P_{\mathbf k\mathbf k'}=\rho_{\rm s}.
\end{equation}

Finally, $\sinh(x/2)\ge x/2$ gives $g=x/[2\sinh^2(x/2)]\le2/x$. The integrand of (\ref{main}) is then at most $Q^3|v_Q|^2k_BT/(M\omega_{\mathbf Q}^2)$. Near a reciprocal lattice vector $\omega^2$ vanishes as the square of the distance, which is integrable in three dimensions. For non-degenerate branches $Q^2/\omega_{\mathbf Q}^2$ is replaced by $\sum_s(\mathbf Q\cdot\mathbf e_s)^2/\omega_{\mathbf Qs}^2$, which behaves in the same way in a stable crystal. Therefore $\rho\le{\rm const}\times T$, and $\rho\to0$. $\square$

\section{How it vanishes, and where blocking ends}

\paragraph{Low temperature.} In the example $2k_F=1.95$~\AA$^{-1}$ is smaller than the shortest $G$, so the low frequencies in (\ref{main}) lie near $Q=0$. There $\omega=cQ$ with $c=\omega_{\max}a/4=3.04$~km/s. Substituting $Q=k_BTx/\hbar c$, the integral becomes
\begin{equation}
\frac{4\pi\hbar v_0^2}{Mc}\left(\frac{k_BT}{\hbar c}\right)^5\int_0^\infty x^5n_B(n_B+1)\,dx .
\end{equation}
With $n_B(n_B+1)=-dn_B/dx$, the last integral is $5\int x^4n_B\,dx=5!\,\zeta(5)$. At 1~K this $T^5$ law agrees with the full quadrature to 0.1\%. At 10~K the tabulated value is over ten times the extrapolated law. The cause is umklapp scattering, whose softest phonon has 5.3~meV: splitting the integral at the zone boundary gives $4.1\times10^{-5}$ from normal and $4.4\times10^{-4}~\mu\Omega\,$cm from umklapp processes. The direction-dependent bound, $2.8\times10^{-4}$, is about eight times the law.

\paragraph{Hot electrons.} An electron at energy $\xi$ above $E_F$ has empty states below it and does emit at $T=0$. Sum (\ref{W}) over final states. Averaged over the direction of $\mathbf k$, the delta function gives $m/(2\hbar^2k_FQ)$, so
\begin{equation}
\frac1{\tau(\xi)}=\frac{n_im}{8\pi^2\hbar^3k_F}\int_{Q<2k_F,\;\hbar\omega_{\mathbf Q}<\xi}d^3Q\;Q|v_Q|^2\frac{\hbar}{2M\omega_{\mathbf Q}} .
\end{equation}
For small $\xi$ the factor $Q/\omega$ is constant, and the rate grows as the volume $\frac{4\pi}3(\xi/\hbar c)^3$. The golden-rule lifetime against phonon emission is 46~fs at $\xi=20$~meV and 1.5~ns at 1~meV. The first value means $\hbar/\tau=14$~meV, comparable to $\xi$, so it is only an estimate; the second omits mass renormalization, a correction of order $1+\lambda$. It diverges at the Fermi level. Electron--electron scattering, left out here, has a rate that falls only as $\xi^2$, so it limits the actual lifetime close enough to the Fermi level.

\paragraph{Finite current.} A drifting sea has filled states above empty ones, so blocking must be checked there too. Let the sea be rigidly shifted, $\mathbf k=\boldsymbol\kappa+m\mathbf v_d/\hbar$, with $\kappa\le k_F\le\kappa'$. Then
\begin{equation}
\varepsilon_k-\varepsilon_{k'}=\frac{\hbar^2(\kappa^2-\kappa'^2)}{2m}+\hbar\mathbf Q\cdot\mathbf v_d\le\hbar Qv_d .
\end{equation}
Emission needs $v_d\ge\omega_{\mathbf Q}/Q$. For $Q\le2k_F$ the smallest such ratio in the example is 415~m/s. For $Q=2k_F+\delta$, $\kappa'\ge Q-k_F$ costs the electron a further energy of about $\hbar v_F\delta$, with $v_F=\hbar k_F/m$. The phonon energy falls by an amount of order $\hbar c\delta$, much less, so larger $Q$ does not lower the threshold appreciably. A current density of $10^6$~A/cm$^2$ corresponds to $v_d=j/ne=2.0$~m/s. At $T=0$ such a shifted sea emits no phonons by one-electron transitions. The threshold needs $2k_F<G$; for $2k_F>G$ it vanishes. Collisions of two electrons with umklapp, allowed here because $4k_F>G$ and left out of the model, have no such threshold.

\section*{Computed values}
\begin{verbatim}
lattice constant a = 4.0 angstrom
ion mass M = 40 u
highest phonon energy = 20.0 meV
electron density n = 3.1250e+22 cm^-3
Fermi wave vector kF = 0.9744 angstrom^-1
Fermi energy = 3.618 eV
screening wave vector = 1.5312 angstrom^-1
2 kF = 1.9489 angstrom^-1
shortest Bragg vector G = 2.2214 angstrom^-1
sound speed = 3039 m/s
zero-point <u_x^2> = 0.00402 angstrom^2
zero-point rms u_x = 0.0634 angstrom
exponent W at G = 0.00991
factor exp(-W) at G = 0.99014
potential component at G, rigid ions = -0.7768 eV
potential component at G, T = 0 = -0.7692 eV
2W at Q = 2 kF, T = 0: 0.0153
ring: scattering weight at Q = pi/(2a): 0.07775
ring: same weight, frozen ions: 0.07775
ring: elastic part, moving ions: 1.7e-32
x =  0.5: moving/frozen ratio x/sinh x = 0.95952
x =  1.0: moving/frozen ratio x/sinh x = 0.85092
x =  5.0: moving/frozen ratio x/sinh x = 0.06738
x = 10.0: moving/frozen ratio x/sinh x = 0.00091
frozen-ion resistivity at T = 0: 2.7207 microohm cm
T = 300 K: rho = 1.0224e+01, frozen = 10.7097 microohm cm, ratio = 9.546e-01
T = 100 K: rho = 2.8467e+00, frozen = 4.1919 microohm cm, ratio = 6.791e-01
T =  30 K: rho = 1.8671e-01, frozen = 2.7640 microohm cm, ratio = 6.755e-02
T =  10 K: rho = 4.7992e-04, frozen = 2.7207 microohm cm, ratio = 1.764e-04
T =   4 K: rho = 3.7866e-07, frozen = 2.7207 microohm cm, ratio = 1.392e-07
T =   1 K: rho = 3.5036e-10, frozen = 2.7207 microohm cm, ratio = 1.288e-10
T^5 law at 1 K: 3.4995e-10 microohm cm
Monte Carlo rho at 100 K = 2.8537 microohm cm
softest umklapp phonon, Q = 2 kF along 110: 5.317 meV
hot electron 20 meV above EF, T = 0: lifetime 46.26 fs
hot electron 1 meV above EF, T = 0: lifetime 1513.79 ps
cubic law for the same at 1 meV: 1515.49 ps
drift threshold for emission at T = 0: 414.5 m/s
drift speed at 1e6 A/cm^2 = 1.997 m/s
\end{verbatim}
